\section*{Thermal reduction of polaron hopping in the Holstein model}

Consider one electron on a lattice whose sites each carry one harmonic mode of the same angular frequency $\omega$. The operator $c_i^\dagger$ creates the electron on site $i$, $n_i=c_i^\dagger c_i$, and $b_i^\dagger$ creates a phonon there. The Holstein Hamiltonian is
\begin{equation}
H=-J\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)
+\hbar\omega\sum_i b_i^\dagger b_i
+g\hbar\omega\sum_i n_i(b_i^\dagger+b_i),
\label{H}
\end{equation}
with real $g$ and nearest-neighbour pairs $\langle ij\rangle$. The zero-point energy is omitted. Energies are given in meV, and $k$ is Boltzmann's constant. The phonons are dispersionless because no term carries a quantum from one site to another.

The number $g^2$ is the single-site Huang-Rhys factor. To see its meaning, set $J=0$ and put the electron on site $i$. Completing the square gives
\begin{equation}
\hbar\omega\,[b_i^\dagger b_i+g(b_i^\dagger+b_i)]
=\hbar\omega\,(b_i^\dagger+g)(b_i+g)-g^2\hbar\omega .
\end{equation}
The lowest state obeys $(b_i+g)|\mathrm{relaxed}\rangle=0$. It therefore has $\langle b_i\rangle=-g$, contains $\langle b_i^\dagger b_i\rangle=g^2$ phonons on average, and lies $g^2\hbar\omega$ below the undistorted ground state.

The Lang-Firsov transformation moves the oscillator origin to the relaxed position whenever the electron is present. Let
\begin{equation}
S=g\sum_i n_i(b_i^\dagger-b_i),\qquad \tilde H=e^SHe^{-S}.
\end{equation}
Since $[b_i,b_i^\dagger]=1$, we have $[S,b_i]=-gn_i$ and $[S,b_i^\dagger]=-gn_i$. Both results commute with $S$, so the commutator series stops after one term: $b_i\to b_i-gn_i$ and $b_i^\dagger\to b_i^\dagger-gn_i$. The local terms of one site become
\begin{align}
&\hbar\omega\left[(b_i^\dagger-gn_i)(b_i-gn_i)
+gn_i(b_i^\dagger+b_i-2gn_i)\right]\nonumber\\
&\quad=\hbar\omega\left[b_i^\dagger b_i+(g^2-2g^2)n_i^2\right]
=\hbar\omega\,b_i^\dagger b_i-g^2\hbar\omega\,n_i ,
\end{align}
because the linear terms cancel and $n_i^2=n_i$. With one electron, the last term sums to the constant $-g^2\hbar\omega$.

The coupling now appears in the hopping. From $[n_i,c_i^\dagger]=c_i^\dagger$ it follows that $[S,c_i^\dagger]=g(b_i^\dagger-b_i)c_i^\dagger$. Repeated commutators build an exponential, so
\begin{equation}
c_i^\dagger\to c_i^\dagger D_i,\qquad c_j\to c_jD_j^\dagger,\qquad
D_i=e^{g(b_i^\dagger-b_i)},
\end{equation}
and the transformed Hamiltonian is
\begin{equation}
\tilde H=-J\sum_{\langle ij\rangle}
(c_i^\dagger c_jD_iD_j^\dagger+\mathrm{h.c.})
+\hbar\omega\sum_i b_i^\dagger b_i-g^2\hbar\omega .
\label{Ht}
\end{equation}
No approximation has been made. When the electron leaves $j$ for $i$, one oscillator must relax back and another must distort. The operators $D_j^\dagger$ and $D_i$ describe these two changes.

At $J=0$, equation (\ref{Ht}) contains free phonons whose energy does not depend on the electron's position. Their equilibrium density matrix is a product over sites. With
\begin{equation}
t=e^{-\hbar\omega/kT},\qquad N=\frac{t}{1-t},
\end{equation}
a site holds $n$ quanta with probability $(1-t)t^n$, and $N$ is the mean number. This is the ensemble used for the average; in the original frame it describes a lattice already relaxed around the electron. For $i\ne j$ the product form gives $\langle D_iD_j^\dagger\rangle=\langle D_i\rangle\langle D_j^\dagger\rangle$.

To find $\langle D\rangle$ for one site, use $e^{A+B}=e^Ae^Be^{-[A,B]/2}$, valid when $[A,B]$ is a number. For $A=gb^\dagger$ and $B=-gb$, the commutator is $-g^2[b^\dagger,b]=g^2$. Hence
\begin{equation}
D=e^{-g^2/2}e^{gb^\dagger}e^{-gb}
=e^{-g^2/2}\sum_{k,l}\frac{g^k(-g)^l}{k!\,l!}(b^\dagger)^kb^l .
\end{equation}
The density matrix is diagonal in the phonon number, so terms with $k\ne l$ average to zero. The remaining averages follow from $\langle n|(b^\dagger)^kb^k|n\rangle=n!/(n-k)!$ for $n\ge k$, and zero otherwise:
\begin{align}
\langle(b^\dagger)^kb^k\rangle
&=(1-t)\sum_{n\ge k}t^n\frac{n!}{(n-k)!}
=(1-t)t^k\frac{d^k}{dt^k}\frac1{1-t}\nonumber\\
&=(1-t)t^k\frac{k!}{(1-t)^{k+1}}=k!\,N^k .
\end{align}
Thus
\begin{equation}
\langle D\rangle=e^{-g^2/2}\sum_{k=0}^{\infty}\frac{(-g^2N)^k}{k!}
=e^{-g^2(N+1/2)} .
\label{D}
\end{equation}
The sum of absolute values, $e^{g^2N}$, is finite, which permits the thermal sum and the sum over $k$ to be interchanged. Replacing $g$ by $-g$ changes nothing, so $\langle D^\dagger\rangle$ has the same value. Multiplying the two site factors and using $2N+1=(1+t)/(1-t)=\coth(\hbar\omega/2kT)$ gives
\begin{equation}
J_{\rm eff}=J\langle D_iD_j^\dagger\rangle
=J\exp\left[-g^2\coth\frac{\hbar\omega}{2kT}\right].
\label{main}
\end{equation}

The exponent depends on which Huang-Rhys factor is meant. Suppose that the electron is moved suddenly from a relaxed site $i$ to $j$ with the lattice frozen. The energy before the transfer is $-g^2\hbar\omega$. Afterwards the distortion at $i$ still costs $g^2\hbar\omega$, while the undistorted site $j$ gives no coupling energy. The vertical cost is therefore $2g^2\hbar\omega$, and the Huang-Rhys factor of the whole transfer is $S_{\rm t}=2g^2$. In terms of it, $J_{\rm eff}=J\exp[-(S_{\rm t}/2)\coth(\hbar\omega/2kT)]$. The half appears because hopping is an amplitude: at zero temperature the zero-phonon intensity is its squared factor, $e^{-S_{\rm t}}$.

In the cold limit, $\coth(\hbar\omega/2kT)\simeq1+2t$, so
\begin{equation}
J_{\rm eff}\simeq Je^{-g^2}(1-2g^2t),\qquad t\ll1,\quad g^2t\ll1 .
\end{equation}
In the hot limit, $\coth y=1/y+y/3+\dots$ with $y=\hbar\omega/2kT$ gives
\begin{equation}
J_{\rm eff}\simeq J\exp\left(-\frac{2g^2kT}{\hbar\omega}\right).
\end{equation}
The first omitted term in the exponent is $-g^2\hbar\omega/6kT$. Since $0<\coth y-1/y<y/3$ for all $y>0$, the factor itself is accurate when $g^2\hbar\omega\ll6kT$. For $g^2>6$ this is a stricter condition than $\hbar\omega\ll kT$.

Take rough values for an electron small polaron hopping between neighbouring titanium sites in a disordered titanium dioxide film: $\hbar\omega=90$ meV, $g^2=4$, $J=30$ meV and a site distance $a=0.30$ nm. The relaxation energy is $4\times90=360$ meV and the vertical transfer energy is 720 meV. At 300 K, $kT=25.85$ meV and $\coth(\hbar\omega/2kT)=1.0635$. Equation (\ref{main}) gives
\begin{equation}
J_{\rm eff}=30\ {\rm meV}\times e^{-4\times1.0635}
=30\ {\rm meV}\times0.01421=0.426\ {\rm meV},
\end{equation}
or $4.26\times10^{-4}$ eV. The cold limit is $30e^{-4}=0.549$ meV. With all parameters held fixed, $J_{\rm eff}$ is 0.545 meV at 150 K, 0.291 meV at 400 K and 0.100 meV at 600 K. Most of the reduction is already present without thermal phonons; heating from the cold limit to 300 K removes a further 22 per cent of $J_{\rm eff}$.

The average can also be obtained without operator algebra. In the coordinate $x=(b+b^\dagger)/\sqrt2$, $D$ shifts an oscillator function by $\sqrt2\,g$, so $\langle n|D|n\rangle$ is the overlap integral of $\psi_n(x)$ and $\psi_n(x-\sqrt2\,g)$. Integrating these overlaps numerically, weighting them by $(1-t)t^n$ and squaring the sum gives 0.014208 at 300 K, the same as equation (\ref{main}) to the digits shown. Over twelve combinations of $g^2=0.5,1.5,4$ and $kT/\hbar\omega=0.1,0.3,1,2$, the largest deviation relative to the formula was $3.3\times10^{-13}$.

The overlaps also show how a few thermal phonons act. Taking the diagonal element of the normal-ordered series gives
\begin{equation}
\langle n|D|n\rangle=e^{-g^2/2}\sum_{k=0}^{n}
\frac{(-g^2)^k}{(k!)^2}\frac{n!}{(n-k)!}
=e^{-g^2/2}L_n(g^2),
\end{equation}
where $L_n$ is a Laguerre polynomial. For occupations $n$ and $m$ on the two sites, the hopping factor is $e^{-g^2}L_n(g^2)L_m(g^2)$. Since $L_0=1$ and $L_1(4)=1-4=-3$, one quantum on either site makes the factor negative and three times as large in magnitude as for empty sites. The node of $\psi_1$ makes this possible: the shifted function overlaps mainly with a lobe of opposite sign.

At 300 K both sites are empty with probability 0.939, which contributes 0.01721 to the mean factor. Exactly one quantum is present with probability 0.058 and contributes $-0.00318$. All other occupations add 0.00018, and the sum is 0.01421. The thermal decrease in this example thus comes mainly from cancellation by the one-quantum states, and less from the reduced probability of finding both sites empty. The mean is not a hopping strength shared by all phonon states.

Equation (\ref{main}) is exact for the stated average, but replacing the operator in equation (\ref{Ht}) by its average is an approximation. The discarded part is $D_iD_j^\dagger-\langle D_iD_j^\dagger\rangle$. Because $D_iD_j^\dagger$ is unitary, its mean squared modulus is 1, whereas the squared mean at 300 K is only $2.02\times10^{-4}$. Most of the remaining weight belongs to processes that change the total phonon energy. Some of it does not, because a quantum can disappear on one site and appear on the other at no cost when the phonons are dispersionless.

This elastic weight can be found from the correlation function of $B=D_iD_j^\dagger$. Let $B(s)$ evolve for time $s$ under the free phonon Hamiltonian, and put $\theta=\omega s$. On one site $b(s)=be^{-i\theta}$. Combining the exponentials $D^\dagger(s)$ and $D$ by $e^Ae^B=e^{A+B}e^{[A,B]/2}$ gives
\begin{equation}
D^\dagger(s)D=e^{-ig^2\sin\theta}e^{zb^\dagger-z^*b},
\qquad z=g(1-e^{i\theta}).
\end{equation}
The derivation of equation (\ref{D}) holds for complex $z$ with $g^2$ replaced by $|z|^2=2g^2(1-\cos\theta)$. The second site gives the same factor, since only $g^2$ enters. Therefore
\begin{align}
\langle B^\dagger(s)B\rangle
&=\exp\{-2g^2[(2N+1)(1-\cos\theta)+i\sin\theta]\}\nonumber\\
&=e^{-2g^2(2N+1)}
\exp\{2g^2[(N+1)e^{-i\theta}+Ne^{i\theta}]\}.
\end{align}
Averaging over one period keeps the transitions that conserve phonon energy. In the expansion of the last exponential, these are the terms with equal powers of $e^{-i\theta}$ and $e^{i\theta}$. Their sum is
\begin{align}
W_0&=e^{-2g^2(2N+1)}\sum_{k=0}^{\infty}
\frac{(2g^2)^{2k}[N(N+1)]^k}{(k!)^2}\nonumber\\
&=e^{-2g^2\coth(\hbar\omega/2kT)}
I_0\left(\frac{2g^2}{\sinh(\hbar\omega/2kT)}\right),
\end{align}
where $I_0$ is the modified Bessel function and $\sqrt{N(N+1)}=1/[2\sinh(\hbar\omega/2kT)]$ has been used. The prefactor is the squared mean. At 300 K, $W_0=9.06\times10^{-4}$, or 4.5 times the squared mean. The excess contains both the exchange of quanta and the spread of the diagonal factors around their mean.

Finite $J$ is a separate limitation, since the phonon ensemble was taken at $J=0$. For two sites at zero temperature, first-order degenerate perturbation theory splits the lowest pair of levels into $\pm Je^{-g^2}$. Diagonalizing the untransformed Hamiltonian at $J=10^{-3}\hbar\omega$ gives half the splitting as $0.018316J$, in agreement with $e^{-4}$. At $J=30$ meV, where $J/\hbar\omega=0.33$, it gives 0.567 meV, which is 3 per cent above the first-order value. This measures the correction for a cold pair; it does not bound the correction in an extended lattice or at 300 K. It also grows quickly with $J$: the same pair gives 13 per cent at $J=60$ meV, 36 per cent at 100 meV and a factor 2.3 at 200 meV. The value $J=30$ meV is an assumption, and a titanium pair with a coupling several times larger lies outside the small-$J$ picture.

Phonon dispersion is a further limitation. Add $\delta(b_1^\dagger b_2+b_2^\dagger b_1)$ to a two-site model and introduce $b_\pm=(b_1\pm b_2)/\sqrt2$. The mode $b_+$ couples to $n_1+n_2=1$, so its displacement is unchanged by a hop. The mode $b_-$ has energy $\Omega=\hbar\omega-\delta$ and coupling $(g\hbar\omega/\sqrt2)(n_1-n_2)(b_-^\dagger+b_-)$. Its equilibrium amplitude is $-(n_1-n_2)g\hbar\omega/(\sqrt2\,\Omega)$, which changes by $\sqrt2\,g\hbar\omega/\Omega$ in magnitude during a hop. Inserting this change for $g$ in equation (\ref{D}) gives
\begin{equation}
\frac{J_{\rm eff}}{J}=\exp\left[-g^2
\left(\frac{\hbar\omega}{\Omega}\right)^2
\coth\frac{\Omega}{2kT}\right].
\end{equation}
For $\delta=0$ this returns equation (\ref{main}). With $g$, $\omega$ and $T=300$ K held fixed, $\delta=+5$ meV multiplies the flat-phonon result by 0.56, and $\delta=-5$ meV multiplies it by 1.61. A softer relative mode is displaced further and is more thermally occupied; both effects reduce the overlap. An extended lattice requires the corresponding sum over all its modes.

In an amorphous film, unequal site energies can matter still more for coherent motion. A difference of 50 meV is 117 times $J_{\rm eff}$ at 300 K. For two polaron levels coupled by $J_{\rm eff}$, the lower one then has a weight of about $(0.426/50)^2=7.3\times10^{-5}$ on the other site, instead of one half for equal energies. This two-level estimate omits admixtures through excited phonon states, which are larger: diagonalizing the cold two-site model with $J=30$ meV and the same energy difference gives a total electron weight of about $2.5\times10^{-3}$ on the other site. Most of that weight is a virtual excursion with the lattice still distorted around the first site. On an ordered simple cubic lattice the mean hopping would give a band of width $12J_{\rm eff}\simeq5$ meV, a tenth of the assumed energy difference. Even there, second-order hops through an intermediate site (amplitude about 0.06 meV at zero temperature) change the width little but more than double the curvature at the band bottom, so $J_{\rm eff}$ alone does not give the polaron mass. Equation (\ref{main}) should therefore not be read as a bandwidth for such a film.

The discarded hopping can still move the electron. For an order-of-magnitude estimate, suppose that disorder and dispersion spread the elastic weight, less its coherent part, evenly over one phonon quantum. The golden rule then gives the rate to one neighbour:
\begin{align}
\hbar\Gamma&\simeq\frac{2\pi J^2}{\hbar\omega}
\left(W_0-\frac{J_{\rm eff}^2}{J^2}\right)\nonumber\\
&=\frac{2\pi(30)^2}{90}\,(9.06-2.02)\times10^{-4}\ {\rm meV}
\simeq0.044\ {\rm meV},
\end{align}
or $\Gamma\simeq7\times10^{10}\ {\rm s^{-1}}$. With six neighbours on a simple cubic lattice, the diffusion constant is $6\Gamma a^2/6=\Gamma a^2$. For a dilute, nondegenerate electron gas the Einstein relation gives a mobility
\begin{equation}
\mu\simeq\frac{e\Gamma a^2}{kT}\simeq2\times10^{-3}\ {\rm cm^2/Vs}.
\end{equation}
Removing the coherent part is itself a choice; if disorder makes it incoherent too, $\hbar\Gamma$ at 300 K becomes 0.057 meV, and the difference grows on cooling. The assumed line spreading sets the scale of this number, and the estimate includes neither trapping nor a percolation path through unequal sites. With the parameters and the assumed spreading held fixed, the same estimate gives about twice this mobility at 400 K, although $J_{\rm eff}$ is smaller there. A fall of $J_{\rm eff}$ on heating is therefore not by itself a prediction that the mobility falls.

Real titanium dioxide has several polar modes, long-range electron-lattice coupling and, in an amorphous film, a distribution of distances and site energies. The parameters above are meant as rough values for a localized electron, and the tendency to localize depends on the crystal phase and on defects. In this example, unequal site energies have a much larger effect than the assumed phonon dispersion: in a cold pair, the 50 meV difference lowers the electron's weight on the second site from one half to about 0.25 per cent. The assumed dispersion changes the hopping factor itself by somewhat less than a factor of two either way. In amorphous indium gallium zinc oxide, by contrast, the conduction states come from broadly overlapping metal $s$ orbitals. The small ratio $J/\hbar\omega$ needed to read $J_{\rm eff}$ as a polaron amplitude is then not a suitable starting point.

Long-range coupling also changes what $g^2$ must mean. If an electron on site $i$ displaces local mode $m$ by an amplitude $g_{im}$, the hop changes that amplitude by $g_{im}-g_{jm}$. The product of the averages (\ref{D}) over equal-frequency modes is
\begin{equation}
\frac{J_{\rm eff}}{J}=\exp\left[-\frac12
\sum_m(g_{im}-g_{jm})^2\coth\frac{\hbar\omega}{2kT}\right].
\end{equation}
For purely local coupling, two modes each contribute $g^2$ to the sum, and the factor one half restores equation (\ref{main}). Distortion common to both electron positions cancels. The total number of phonons in an extended cloud therefore cannot in general be inserted for $g^2$; the reduction is set by the part of the distortion that must change when the electron hops.

\section*{Table of computed values}
\begin{verbatim}
phonon quantum: 90.0 meV
single-site Huang-Rhys factor g^2: 4.00
bare hopping J: 30.0 meV
J / phonon quantum: 0.333
site distance: 0.30 nm
polaron relaxation energy g^2 w: 360.0 meV
phonons in the cloud, from diagonalization: 4.0000
vertical transfer energy, diagonalization: 720.00 meV
kT at 300 K: 25.852 meV
Bose occupation N at 300 K: 0.03174
coth(w/2kT) at 300 K: 1.06348
reduction factor at 300 K, formula: 0.014208
reduction factor at 300 K, overlaps: 0.014208
largest relative deviation in 12 overlap tests: 3.3e-13
J_eff at 300 K: 0.4262 meV = 4.262e-04 eV
cold limit: factor 0.018316, J_eff 0.5495 meV
T = 150 K: factor 0.018177, J_eff 0.5453 meV
T = 300 K: factor 0.014208, J_eff 0.4262 meV
T = 400 K: factor 0.009713, J_eff 0.2914 meV
T = 600 K: factor 0.003340, J_eff 0.1002 meV
small-J half splitting / J, two-site model: 0.018316
Phonon occupations at 300 K
both sites empty: probability 0.9394, factor 0.01832
one quantum in all: probability 0.0578, factor -0.05495
contribution of both empty to the mean: 0.017206
contribution of one quantum to the mean: -0.003176
remaining contribution: 0.000178
Effects outside the mean-hopping picture
cold half splitting at full J, diagonalized: 0.5666 meV
its ratio to J exp(-g^2): 1.0313
site-energy difference from disorder: 50.0 meV
disorder / J_eff at 300 K: 117.3
weight of polaron level on second site: 7.27e-05
phonon transfer +5.0 meV: factor 0.007969, ratio to flat 0.561
phonon transfer -5.0 meV: factor 0.022895, ratio to flat 1.611
squared mean factor at 300 K: 2.019e-04
total elastic weight at 300 K: 9.057e-04
elastic weight / squared mean: 4.487
phonon-assisted rate times hbar, estimate: 0.0442 meV
phonon-assisted rate per neighbour, estimate: 6.72e+10 1/s
hopping mobility at 300 K, estimate: 2.34e-03 cm2/Vs
\end{verbatim}
